# Choosing the spacing threshold and fit window for step-bunch coarsening

A simulation of a stepped surface delivers a list of terrace widths at each saved time. Before the growth exponent of the mean bunch size can be read from it, you must decide how narrow a terrace has to be for its two steps to count as one bunch. In the example below, a threshold of 0.10 mean terrace widths gives an exponent of 0.58, while thresholds from 0.25 to 1.0 give 0.48 to 0.49, from the same data.

The threshold is a setting of the step analysis. An electronic-structure calculation enters through the step repulsion and the effective charge of an adatom. Together with the field, the mean terrace width and the bunch size, these set a lower limit for the threshold. The fit window and the number of steps must be chosen with it.

## The model behind the spacings

Take straight steps on a surface that descends towards $+x$. Terrace $n$, of width $l_n=x_{n+1}-x_n$, lies between steps $n$ and $n+1$. A force $F>0$ drives adatoms down the steps. There is no sublimation or noise, and adatoms adjust quickly compared with step motion.

With $\phi=F/k_BT$, diffusion constant $D$ and adatom density $c$, the flux $J_n=D\phi c-D\,dc/dx$ is uniform on a terrace. Integration across it gives

$$J_nl_n=D\phi\bar c\,l_n-D[c(l_n)-c(0)],$$

where $\bar c$ is the mean density. Attachment with rate constant $k$ gives $J_n=k[c^{eq}_n-c(0)]$ at the upper end and $J_n=k[c(l_n)-c^{eq}_{n+1}]$ at the lower. Adding these,

$$c(l_n)-c(0)=c^{eq}_{n+1}-c^{eq}_n+2J_n/k .$$

Insert this, define $d=D/k$, and use $\bar c\simeq c_0$ and $c^{eq}_n=c_0(1+\mu_n/k_BT)$, valid for weak drift and small $\mu_n/k_BT$. Since $D/2d=k/2$,

$$J_n=\frac{kc_0}{2}\,\frac{\phi l_n-(\mu_{n+1}-\mu_n)/k_BT}{1+l_n/2d}.$$

Let the repulsion energy per step length be $G/l^2$. Advancing step $n$ by $\delta x$ narrows terrace $n$ and widens terrace $n-1$, so the energy changes by $2G(l_n^{-3}-l_{n-1}^{-3})\delta x$. The advance takes up $\delta x/\Omega$ atoms per length, with $\Omega$ the area per atom. Hence $\mu_n=2G\Omega(l_n^{-3}-l_{n-1}^{-3})$.

A step gains what arrives from above and loses what leaves below: $dx_n/dt=\Omega(J_{n-1}-J_n)$. Measure widths in the mean width $l_0$, $s_n=l_n/l_0$, and time in $t_0$, $\tau=t/t_0$, and write $\Delta a_n=a_{n+1}+a_{n-1}-2a_n$. Subtracting the velocities of neighbouring steps gives

$$\frac{ds_n}{d\tau}=-\Delta j_n,\qquad j_n=\frac{s_n-U\Delta p_n}{1+\varepsilon s_n},\qquad p_n=s_n^{-3},$$

$$t_0=\frac{2}{\Omega kc_0\phi},\qquad U=\frac{2G\Omega}{Fl_0^4},\qquad \varepsilon=\frac{l_0}{2d}.$$

**Onset.** Equal terraces carry $j=J=1/(1+\varepsilon)$. Put $s_n=1+\eta e^{iqn}$ and $\kappa=2-2\cos q$. Then $\delta p_n=-3\eta e^{iqn}$ and $\Delta\delta p_n=3\kappa\eta e^{iqn}$. Linearizing $j(1+\varepsilon s)=s-U\Delta p$ gives $(1+\varepsilon)\delta j=(1-\varepsilon J-3U\kappa)\delta s$. Because $1-\varepsilon J=J$, the growth rate is

$$\kappa J(J-3U\kappa).$$

Long waves always grow. When $12U<J$, as in the example below, every wavelength grows and pairing ($q=\pi$) is the fastest. If the force is reversed, the bracket becomes $-(J+3U\kappa)$ and equal terraces are stable.

## The lower limit of the threshold

Consider a stationary ring of $M$ steps with one wide terrace, at $n=0$. All $j_n$ equal a constant $J$, so $J(1+\varepsilon s_n)=s_n-U\Delta p_n$. Summed over the ring, $\Delta p$ cancels and $\sum s_n=M$, which again gives $J=1/(1+\varepsilon)$.

Inside the bunch $s_n\ll1$, so to leading order $U\Delta p_n=-J$. On the wide terrace $p$ is nearly zero. Since $\Delta[n(M-n)]=-2$,

$$Up_n=\tfrac12Jn(M-n).$$

The outermost narrow terrace ($n=1$) and the central one ($n=M/2$) therefore have widths

$$s_{edge}=\left[\frac{2U}{J(M-1)}\right]^{1/3},\qquad s_{min}=\left[\frac{8U}{JM^2}\right]^{1/3}.$$

For $M=20$ and $U=0.00988$ the formulas give 0.102 and 0.059; the relaxed bunch has 0.105 and 0.060. The agreement improves at $M=80$. The neglected widths sum to a fraction of the period that scales as $M^{-2/3}$. This fraction falls from 0.068 to 0.029, a factor 2.3 where the leading law gives $4^{2/3}=2.5$.

A threshold $c$ below $s_{edge}$ cuts off the ends of a bunch, and one below $s_{min}$ misses it entirely. The surviving terraces satisfy $Jn(M-n)/2>U/c^3$. For $M=80$ and $c=0.04$ the right side is 154. The left side is 148 at $n=4$ and 182 at $n=5$, so terraces 5 to 75 survive. These 71 terraces join 72 steps, the number found on the relaxed bunch.

Small bunches have the wider edges, so the start of the fit window sets the limit:

$$s_{edge}(M_{start})<c\le1 .$$

Bunches smaller than the mean have wider edges still, so $c$ should lie clearly above this limit and not just over it. In physical units the lower limit is $[4G\Omega/(JFl_0(M_{start}-1))]^{1/3}$. An error of a factor two in $G$ or in the effective charge moves it by a factor $2^{1/3}=1.26$, so rough inputs suffice to place $c$.

## Identifying the bunches

The upper limit $c=1$ guarantees a separator: the widest terrace is at least as wide as the mean. For each ring:

1. Rotate the list so that the widest terrace comes first. No bunch is then split by the end of the list.
2. Mark every terrace with $s_n<c$.
3. Take each maximal run of marked terraces as a bunch. A run of $r$ terraces joins $r+1$ steps.
4. Average the sizes over all bunches of all realizations at that time.

A planted list with runs of 3, 2 and 6 narrow terraces, one of them wrapped around the end, returned sizes 4, 3 and 7. A pair of steps counts as a bunch here; a larger minimum size would be a further setting to vary.

## Why the exponent should be one half

**How fast two bunches compete.** Take two equal bunches of $M$ steps on a ring, and perturb the wide terraces by $+\delta L$ and $-\delta L$. Inside a bunch the widths are small and change little, so $\Delta\delta j_n=0$ and the flux is linear: $\delta j_n=\delta J(1-2n/M)$.

The response of $p$ obeys $U\Delta\delta p_n=-\delta j_n$ and vanishes at both ends. Multiply by $w_n=1-n/M$ and sum from 1 to $M-1$. Since $\Delta w_n=0$, summation by parts leaves $\sum w_n\Delta\delta p_n=-\delta p_1$. Thus

$$U\delta p_1=\delta J\sum_{n=1}^{M-1}\left(1-\frac{3n}{M}+\frac{2n^2}{M^2}\right)$$

$$=\delta J\,(M-1)\left[1-\frac32+\frac{2M-1}{3M}\right]=\delta J\,\frac{(M-1)(M-2)}{6M}.$$

At the wide terrace both neighbours contribute, so $\Delta\delta p=2\delta p_1$. With $L\simeq M$, its linearized flux relation is

$$(1-\varepsilon J)\delta L=\delta J\left[1+\varepsilon M+\frac{(M-1)(M-2)}{3M}\right]=\delta J\left[\varepsilon M+\frac{M^2+2}{3M}\right].$$

The flux drops by $2\delta J/M$ per step on either side, so $d\,\delta L/d\tau=4\delta J/M$. Using $1-\varepsilon J=J$, the growth rate is

$$\sigma=\frac{12J}{M^2(1+3\varepsilon)+2}.$$

For $M=20$ and $\varepsilon=0.03$ this is $11.65/438=0.0266$; the linearized full model gives 0.0267. The wider terrace grows, the other closes and its neighbouring bunches merge, in a time of order $M^2$.

**Many bunches.** For large $M$, treat $n$ as continuous and $s$ as a density. Let $P=Up$. In the dense limit $s$ is concentrated where $P=0$ and negligible where $P>0$:

$$\partial_\tau s=-\partial_n^2j,\qquad j(1+\varepsilon s)=s-\partial_n^2P,\qquad sP=0 .$$

Replace $n$ by $\lambda n$, $\tau$ by $\lambda^2\tau$ and $P$ by $\lambda^2P$, leaving $s$ and $j$ unchanged. Both sides of the first equation acquire $\lambda^{-2}$, and every term of the second is unchanged. Steps may leave one bunch and join another, because the points where $P=0$ are free to move.

If the late pattern is statistically self-similar, its mean size obeys $M(\lambda^2\tau)=\lambda M(\tau)$, hence $M\propto\tau^{1/2}$. Self-similarity is an assumption about the pattern, which the equations permit but do not impose on every start. At finite $M$ the narrow terraces add corrections of relative order $M^{-2/3}$.

## The start of the fit window

If $M$ alone characterizes the pattern, the scaling requires $dM/d\tau=C/2M$ at late times. Integration gives $M^2=C(\tau+\tau_0)$, where $\tau_0$ carries the memory of the start. The local exponent is

$$\frac{d\ln M}{d\ln\tau}=\frac12\,\frac{\tau}{\tau+\tau_0}.$$

Its deviation from one half is about $|\tau_0|/2\tau$. To keep this below $\delta$, start the window after $\tau=|\tau_0|/2\delta$.

Nearly regular starts need special care. Suppose bunches of 8 steps are prepared with 2% disorder in their wide terraces. The pair rate is $\sigma=11.65/71.8=0.16$, so the disorder needs roughly $\ln50/0.16\simeq24$ time units to reach order one. A fit before that time measures the delay.

## A worked example

The inputs are round numbers in the rough regime of vicinal Si(111) heated by direct current: 1200 K, a field of 5 V/cm, effective charge $0.1e$, $l_0=60$ nm, $G=0.05$ eV nm, $\Omega=0.064$ nm², adatom coverage $\Omega c_0=0.1$, $D=10^{-5}$ cm²/s and $d=1000$ nm. Then $F=5\times10^{-8}$ eV/nm and $\phi=4.8\times10^{-7}$ nm⁻¹, so

$$U=\frac{2(0.05)(0.064)}{(5\times10^{-8})(60^4)}=0.0099,\qquad t_0=\frac{2d}{\Omega c_0D\phi}=\frac{2000}{48.4}\ \mathrm{s}=41\ \mathrm{s}.$$

Three rings of 768 steps start with each step displaced at random by up to $0.2l_0$. The variable integrated is $\ln s_n$, which keeps every width positive. Storing the ring in the order $0,N-1,1,N-2,\dots$ places all coupled terraces within four positions of each other, so an implicit solver can use a banded matrix. With the logarithmic variable, the total length is not conserved identically and serves as a monitor; its largest relative drift, over these and the comparison runs below, is $5\times10^{-6}$.

With $c=0.5$, the mean size grows from 6.15 steps at $\tau=10$ to 46.1 at $\tau=600$. The fitted exponent is 0.486, with a standard error of 0.005 from the three realizations. The transient law derived above reproduces two intermediate sizes to about 2%. The two end values give

$$C=\frac{46.08^2-6.15^2}{590}=3.53,$$

and hence $M=13.7$ at $\tau=53$ and 22.8 at $\tau=147$, where the simulation has 14.1 and 22.8. They also give $\tau_0=37.8/3.53-10=0.7$, a deviation of 0.03 in the local exponent at $\tau=10$ and 0.003 at $\tau=100$.

**Threshold.** At $\tau=10$, $M\simeq6$ and $s_{edge}=[0.0198/(0.971\times5)]^{1/3}=0.16$. The thresholds 0.25, 0.5 and 1.0 lie above this limit and give 0.490, 0.486 and 0.482. The small trend comes from the early sizes, 6.04, 6.15 and 6.23, since the final sizes coincide: $\ln(6.23/6.04)/\ln60=0.008$.

The threshold 0.10 lies below even $s_{min}=0.13$ of a six-step bunch. It sees parts of larger bunches, with a mean of 3.55 steps at $\tau=10$, but nearly the full size, 44.7, at the end. The early loss tilts the fit up to 0.584.

**Window.** Starting the fit at $\tau=1$, 3, 10 or 30 gives 0.476, 0.482, 0.486 and 0.477, with the end held at 600. A fit from $\tau=1$ with a free time offset gives 0.487, so the offset leaves the fitted value unchanged. The three rings range from 0.477 to 0.494, too few to establish that the remaining difference from one half is real. The prebunched start of 8 steps has exponent 0.000 between $\tau=1$ and 10, against 0.453 for the random start, and still 0.447 in the main window.

**A measure without a threshold.** In the dense limit $\langle s^2\rangle$ is dominated by wide terraces of width proportional to $M$, so it too should grow as $\tau^{1/2}$. Its fitted exponent is 0.530. The two measures differ by 0.04, far more than the standard error of 0.005 found for the bunch-size exponent. The gap matches the $M^{-2/3}$ correction. The narrow terraces hold a fraction $f$ of about 0.13 of the length at $\tau=10$ and 0.04 at the end. This multiplies $\langle s^2\rangle$ by $(1-f)^2$ and adds about $2\ln(0.96/0.87)/\ln60\simeq0.05$ to its exponent. A fair statement is an exponent near 0.5 with a systematic uncertainty of a few hundredths.

**Step number.** A ring of $N$ steps cannot hold a bunch larger than $N$. The comparison holds the steps per run at 768 and divides them into rings:

| Window in $\tau$ | 768 steps | 96 steps | 24 steps |
|---|---|---|---|
| 10–150 | 0.486 | 0.470 | 0.543 |
| 150–600 | 0.493 | 0.529 | 0.000 |
| 10–600 | 0.486 | 0.461 | 0.372 |

By $\tau=147$ every 24-step ring has a single bunch, and coarsening has ended. Yet the exponent fitted over the first window is higher than that of the large rings. A small system can thus err in either direction, and a value near one half does not show that it is large enough. The 96-step rings end with about two bunches each. Their scatter mixes finite size with poor sampling, which these data do not separate. The large rings retain 50 bunches in total, about 17 each.

## From the model to a real surface

At $\tau=600$ the model has run for 6.9 h and has a bunch period of 2.8 µm. These values are no firmer than the inputs: $t_0$ is proportional to $d/(\Omega c_0DF)$ at fixed temperature, and each factor is only roughly known for silicon. On real Si(111) the current direction that causes bunching changes with temperature; this model represents a regime with slow attachment and a step-down force.

The final wide terraces are on average wider than $2d=2$ µm, so attachment is no longer the slower process on a typical one. The denominator $1+l/2d$ already accounts for this. In the pair rate at large $M$, it costs a factor $(1+\varepsilon)(1+3\varepsilon)=1.12$ and leaves the exponent unchanged.

**Thermal wandering** scatters the widths read from images. A step between two fixed neighbours at distance $l_0$ has energy $G/(l_0+x)^2+G/(l_0-x)^2$, whose quadratic part is $\frac12Kx^2$ with $K=12G/l_0^4$. For step stiffness $\tilde\beta$, summing the thermal modes gives

$$\langle x^2\rangle=\int\frac{dq}{2\pi}\frac{k_BT}{\tilde\beta q^2+K}=\frac{k_BT}{2\sqrt{\tilde\beta K}} .$$

With a rough $\tilde\beta=0.3$ eV/nm, this harmonic estimate gives a root-mean-square excursion of 0.35 of the spacing, whatever the spacing. The full potential rises more steeply and lowers it to about 0.27. Widths from a single scan line therefore scatter across any threshold near the edge width. Average each width along the steps first.

Wandering also adds an entropic repulsion, because steps cannot cross. It too varies as $1/l^2$, and for steps with no other interaction its coefficient is $(\pi k_BT)^2/(6\tilde\beta)=0.059$ eV nm, comparable with $G$ here. A static electronic-structure calculation omits this part, so at high temperature the $G$ in the threshold formula should be an effective value that includes it. At the same bunch size, a fourfold larger $G$ raises the leading-order $s_{edge}$ at the start of the window from 0.16 to 0.25 (relaxed six-step bunch: 0.17 to 0.28), still below $c=0.5$. The smallest bunches lose that margin: the narrow terrace of a regular train of pairs widens from 0.31 to 0.56, so the threshold test must be repeated with the larger $G$.

**Sublimation** at a rate $R$ monolayers per second makes steps retreat at $R(l_n+l_{n-1})/2$. A wide terrace of width $Ml_0$ therefore pulls each of its two steps back at about $RMl_0/2$, while steps inside a bunch barely retreat. To hold the bunch together, the flux must make up the difference: measured in the units of $j$, it changes by about $Rt_0M/2$ at each edge of the bunch, with opposite signs. For an assumed $R=10^{-3}$ s⁻¹ this is 0.95 at the final size, as large as the drift flux $J=0.97$. The bunch nevertheless stays dense. Its flux now rises linearly from about $J-Rt_0M/2$ at the upper end to $J+Rt_0M/2$ at the lower, and solving $U\Delta p_n=-j_n$ with this flux multiplies $p$ at the two ends by $1\mp Rt_0M/(6J)$, here 0.67 and 1.33. The edge terrace becomes about 14% wider at the upper end and 9% narrower at the lower. An isolated bunch would open at its upper end only when $M$ approaches $6J/(Rt_0)\simeq140$. The numerical output also lists a shift of the pattern in step number, $Rt_0M/12=0.16$ of a bunch per coarsening time $t_0M^2/12$. That estimate assumes widths that vary smoothly from terrace to terrace and does not apply to dense bunches. The change in exponent was not computed.

**Very narrow terraces** set another limit. The smallest final spacing is 1.4 nm, only a few atomic distances, where the $G/l^2$ repulsion is itself doubtful.

## Settings to use

- Estimate $s_{edge}$ from $G$, $F$ and $l_0$ at the mean bunch size at the start of the window. Place $c$ clearly above it and no higher than 1. Here $c=0.5$, or 30 nm, meets both conditions.
- Repeat the fit with $c$ halved and doubled within these limits. A strong change suggests that the lowest of these thresholds still trims the small bunches at the start of the window; raise it or start the window later.
- Start the window after $|\tau_0|/2\delta$, and avoid nearly periodic initial bunches.
- End the window while each ring still holds many bunches, and confirm the result with a different ring size.
- Quote the spread over thresholds, windows and measures beside the error from repeated runs. In the example the spread is the larger.

The full set of values is in the numerical output.

## Computed results

```
Temperature 1200 K; field 5.0 V/cm
Effective charge 0.10 e; mean terrace 60 nm
Repulsion G 0.050 eV nm; atom area 0.064 nm^2
Coverage 0.10; D 1.0e-05 cm^2/s
Attachment length 1000 nm; kT 0.1034 eV
Force 5.00e-08 eV/nm; phi 4.835e-07 1/nm
U 0.00988; eps 0.030; time unit t0 41.36 s
Stationary flux 0.9709 (dimensionless)
M=20: edge spacing 0.1049, formula 0.1023 l0
M=20: minimum spacing 0.0602, formula 0.0588 l0
M=20: pair rate 0.02674, formula 0.02660 /t0
M=20: length fraction in narrow terraces 0.0678
M=80: edge spacing 0.0643, formula 0.0636 l0
M=80: minimum spacing 0.0235, formula 0.0233 l0
M=80: pair rate 0.00167, formula 0.00167 /t0
M=80: length fraction in narrow terraces 0.0289
Trim test M=80, c=0.04: found 72, formula 72 steps
Fit window tau 10 to 600; main c 0.5 l0
tau=1.00: M in rings 768/96/24 = 2.26/2.26/2.26 steps
tau=10.00: M in rings 768/96/24 = 6.15/6.51/6.44 steps
tau=52.78: M in rings 768/96/24 = 14.05/13.47/13.21 steps
tau=146.88: M in rings 768/96/24 = 22.81/21.33/24.00 steps
tau=600.00: M in rings 768/96/24 = 46.08/42.67/24.00 steps
Main exponent 0.486; standard error from 3 seeds 0.005
Seed exponents 0.494, 0.488, 0.477
c=0.10 l0: exponent 0.584; M near tau 10 3.55, end 44.71
c=0.25 l0: exponent 0.490; M near tau 10 6.04, end 46.08
c=0.50 l0: exponent 0.486; M near tau 10 6.15, end 46.08
c=1.00 l0: exponent 0.482; M near tau 10 6.23, end 46.08
Threshold-free second-moment exponent 0.530
tau 10-150: exponents in rings 768/96/24 = 0.486/0.470/0.543
tau 150-600: exponents in rings 768/96/24 = 0.493/0.529/-0.000
tau 10-600: exponents in rings 768/96/24 = 0.486/0.461/0.372
Window starts tau=1: exponent 0.476
Window starts tau=3: exponent 0.482
Window starts tau=10: exponent 0.486
Window starts tau=30: exponent 0.477
Offset fit: exponent 0.487, shift 0.25 t0
Early exponent, tau 1-10: random 0.453, prebunched 0.000
Prebunched exponent in main window 0.447
Bunches left in three large rings 50
Largest relative length drift 5.35e-06
Final time 6.89 h; bunch period 2765 nm
Narrowest final spacing 1.40 nm
Assumed sublimation 1.0e-03 ML/s
Sublimation index drift / M per coarsening time 0.159
Assumed step stiffness 0.30 eV/nm
Thermal step wandering / spacing 0.349
Weak-drift flux error 6.25e-08
Quasi-static Peclet number 4.01e-06
```
